\section*{Spin contamination from alpha-beta overlaps and its growth with Fock exchange}

\section*{Question}

I am running unrestricted calculations on the allyl radical, C$_3$H$_5$, with hybrids built on PBE. The radical has one unpaired electron, so I expected $\langle S^2\rangle=3/4$ in units of $\hbar^2$. The output is always larger, and it rises when I raise the fraction $a$ of Fock exchange at fixed geometry.

I am told that the printed value comes from the overlaps between the alpha and beta orbitals. That is where I am stuck. $\hat S^2$ contains products of spins of different electrons, so why should one-electron overlaps be enough? My attempt to expand $\sum_{mn}\hat{\mathbf s}_m\cdot\hat{\mathbf s}_n$ ended in a tangle of signs. And once I have the formula, why does Fock exchange drive the value up, and does a larger value mean a worse calculation?

\section*{Answer}

The tangle goes away if you use ladder operators. The overlaps then appear because raising a spin leaves the spatial orbital unchanged, and the Pauli principle decides whether the raised electron has somewhere to go. I use $\hbar=1$ for spin throughout.

\subsection*{From $\hat S^2$ to a norm}

Let $\hat S_\pm=\hat S_x\pm i\hat S_y$. Since $[\hat S_x,\hat S_y]=i\hat S_z$,
\begin{align}
\hat S_-\hat S_+&=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]
=\hat S_x^2+\hat S_y^2-\hat S_z,\\
\hat S^2&=\hat S_-\hat S_++\hat S_z^2+\hat S_z .
\end{align}
A determinant $\Phi$ with $N_\alpha$ alpha and $N_\beta$ beta electrons is an eigenstate of $\hat S_z$ with eigenvalue $M=(N_\alpha-N_\beta)/2$. As $\hat S_-=\hat S_+^\dagger$,
\begin{equation}
\langle S^2\rangle=M(M+1)+\|\hat S_+\Phi\|^2 .
\label{eq:norm}
\end{equation}
The two-electron character of $\hat S^2$ is now contained in the squared norm of a state made by a one-electron operator.

\subsection*{Raising one beta electron}

Take the alpha orbitals $\phi_p^\alpha$, occupied ($i$) and empty ($v$), as a complete orthonormal spatial basis. Let $a^\dagger_{p\sigma}$ create an electron of spin $\sigma$ in $\phi^\alpha_p$. The occupied beta orbitals $\phi_j^\beta$, orthonormal among themselves, are created by
\begin{equation}
b_j^\dagger=\sum_p O_{pj}\,a^\dagger_{p\beta},\qquad
O_{pj}=\langle\phi_p^\alpha|\phi_j^\beta\rangle .
\end{equation}
In this basis $\hat S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}$. The anticommutation rules give
\begin{equation}
[\hat S_+,a^\dagger_{i\alpha}]=0,\qquad
[\hat S_+,b_j^\dagger]=\sum_p O_{pj}\,a^\dagger_{p\alpha}\equiv c_j^\dagger .
\end{equation}
So $c_j^\dagger$ creates an alpha electron in the spatial orbital that the beta electron had. Write $\Phi=A^\dagger b_1^\dagger\cdots b_{N_\beta}^\dagger|0\rangle$, where $A^\dagger$ is the product of all occupied $a^\dagger_{i\alpha}$. Moving $\hat S_+$ to the right, and using $\hat S_+|0\rangle=0$, gives
\begin{equation}
\hat S_+\Phi=\sum_j A^\dagger b_1^\dagger\cdots c_j^\dagger\cdots b_{N_\beta}^\dagger|0\rangle .
\end{equation}
Split $c_j^\dagger$ into occupied and empty alpha orbitals. Each occupied term contains some $a^\dagger_{i\alpha}$ twice and vanishes. What remains is
\begin{equation}
\hat S_+\Phi=\sum_j\sum_v O_{vj}\,(\pm)\Phi_{j\to v},
\end{equation}
where $\Phi_{j\to v}$ lacks the beta orbital $j$ and has an extra alpha electron in $v$. Two such determinants with different $(j,v)$ differ in their beta or alpha occupation and are orthogonal. The signs therefore drop out of the norm. Completeness gives $\sum_i|O_{ij}|^2+\sum_v|O_{vj}|^2=1$ for each $j$, hence
\begin{equation}
\|\hat S_+\Phi\|^2=\sum_{jv}|O_{vj}|^2
=\sum_j\Bigl(1-\sum_i|O_{ij}|^2\Bigr),
\end{equation}
and Eq.~\eqref{eq:norm} becomes
\begin{equation}
\boxed{\;\langle S^2\rangle=M(M+1)+N_\beta-\sum_{i}^{N_\alpha}\sum_{j}^{N_\beta}|O_{ij}|^2\;}
\label{eq:s2}
\end{equation}
Applying $\hat S_x^2+\hat S_y^2+\hat S_z^2$ directly to random complex determinants, including one with $N_\beta>N_\alpha$, reproduces this formula to rounding error.

\subsection*{What the excess measures}

For $N_\alpha\ge N_\beta$ define the contamination $\Delta=\langle S^2\rangle-M(M+1)$. With $P_\alpha$ the projector on the occupied alpha space,
\begin{equation}
\Delta=\sum_j\|(1-P_\alpha)\phi_j^\beta\|^2=\sum_k(1-\sigma_k^2),
\label{eq:delta}
\end{equation}
where $\sigma_k$ are the $N_\beta$ singular values of the occupied block of $O$; the second form follows from $\sum_{ij}|O_{ij}|^2=\sum_k\sigma_k^2$. So $\Delta\ge0$, and $\Delta=0$ exactly when every occupied beta orbital lies inside the alpha space. The individual orbitals need not be equal; only the spaces matter.

Two electrons with $N_\alpha=N_\beta=1$ show the other extreme. There $\langle S^2\rangle=1-|O_{11}|^2$. Equal orbitals give a singlet, with value 0. Orbitals localized on two distant atoms give 1, which is an equal mixture of singlet (0) and triplet (2).

For a radical with $M=1/2$, expand $\Phi$ in spin eigenstates with weights $w_S$:
\begin{equation}
\Delta=\sum_S w_S\left[S(S+1)-\tfrac34\right]=3w_{3/2}+8w_{5/2}+\cdots
\ \ge\ 3\sum_{S>1/2}w_S .
\end{equation}
The total weight above the doublet is thus at most $\Delta/3$. It equals $\Delta/3$ if the quartet is the only contaminant.

\subsection*{Why a spin-dependent potential contaminates}

Let the one-electron Hamiltonians be $h_\alpha=h_0+V/2$ and $h_\beta=h_0-V/2$, with $h_0\phi_p=\varepsilon_p\phi_p$. For $i$ occupied by beta and $v$ empty for alpha, first-order perturbation theory gives
\begin{align}
\phi_v^\alpha&=\phi_v+\tfrac12\sum_{p\ne v}\frac{V_{pv}}{\varepsilon_v-\varepsilon_p}\phi_p,\\
\phi_i^\beta&=\phi_i-\tfrac12\sum_{p\ne i}\frac{V_{pi}}{\varepsilon_i-\varepsilon_p}\phi_p .
\end{align}
Two terms enter their overlap at first order. Since $V_{iv}^*=V_{vi}$, they add:
\begin{equation}
O_{vi}=-\frac{V_{vi}}{2(\varepsilon_i-\varepsilon_v)}+\frac{V_{vi}}{2(\varepsilon_v-\varepsilon_i)}
=\frac{V_{vi}}{\varepsilon_v-\varepsilon_i}.
\end{equation}
Therefore, to leading order in $V$,
\begin{equation}
\Delta\simeq\sum_{i\,\in\,\beta\,\mathrm{occ}}\ \sum_{v\,\in\,\alpha\,\mathrm{empty}}
\frac{|V_{vi}|^2}{(\varepsilon_v-\varepsilon_i)^2}.
\label{eq:weak}
\end{equation}
Contamination is quadratic in the difference between the two potentials. The singly occupied orbital is absent from the sum over $v$: mixing it into a beta orbital does not leave the alpha space. Diagonalizing a model matrix with weak $V$ gives 0.99999 times the value of Eq.~\eqref{eq:weak}.

\subsection*{Where the Fock fraction enters}

Your functionals have the form
\begin{equation}
E_{xc}=aE_x^{\mathrm{Fock}}+(1-a)E_x^{\mathrm{PBE}}+E_c^{\mathrm{PBE}} .
\end{equation}
The kinetic, nuclear and Hartree terms are the same for both spins and cancel in $V=h_\alpha-h_\beta$. At a fixed determinant the rest is linear in $a$:
\begin{equation}
V(a)=-a\,(K^\alpha-K^\beta)+(1-a)(v_x^\alpha-v_x^\beta)+(v_c^\alpha-v_c^\beta),
\end{equation}
with $K^\sigma$ the exchange operator of the spin-$\sigma$ orbitals. For a restricted open-shell determinant, the paired orbitals cancel in $K^\alpha-K^\beta$, leaving $K_u$ of the singly occupied orbital $u$.

A three-orbital picture of the allyl $\pi$ system shows what $K_u$ does. Take orthonormal $p$ functions $\chi_1,\chi_2,\chi_3$, with $\chi_2$ on the centre, and the orbitals
\begin{equation}
b,t=\tfrac12(\chi_1\pm\sqrt2\,\chi_2+\chi_3),\qquad
u=\tfrac1{\sqrt2}(\chi_1-\chi_3).
\end{equation}
The bonding orbital $b$ is doubly occupied and the antibonding $t$ is empty. If products of different $\chi$ are neglected, then $bu=tu=(\chi_1^2-\chi_3^2)/(2\sqrt2)$. With $\gamma_{mn}$ the Coulomb repulsion between $\chi_m^2$ and $\chi_n^2$, the Fock part of the coupling at $a=1$ is
\begin{equation}
-\langle t|K_u|b\rangle=-\tfrac18(\gamma_{11}+\gamma_{33}-2\gamma_{13})
=-\tfrac14(\gamma_{11}-\gamma_{13})<0 .
\end{equation}
Inserted in the perturbation formulas, with $\varepsilon_b<\varepsilon_t$, a negative $V_{tb}$ gives
\begin{equation}
b^\alpha\simeq b+\eta t,\qquad b^\beta\simeq b-\eta t,\qquad
\eta=\frac{|V_{tb}|}{2(\varepsilon_t-\varepsilon_b)} .
\end{equation}
The alpha bonding electron moves towards the end carbons, where the unpaired alpha electron sits, and its beta partner moves to the centre. Because $u$ has no amplitude on the centre, the spin population there is
\begin{equation}
m_c\simeq\tfrac12\left[(1-\eta)^2-(1+\eta)^2\right]=-2\eta,
\qquad \Delta_\pi\simeq(2\eta)^2=m_c^2 .
\label{eq:centre}
\end{equation}
Negative spin on the centre and contamination are thus two results of one orbital displacement.

To compare the strength of this push in the real molecule, I evaluated $|V_{tb}|$ at a common restricted open-shell Hartree--Fock determinant, taking its doubly occupied $\pi$ orbital as $b$ and its lowest empty $\pi$ orbital as $t$. It is 0.584~eV at $a=0$ and 2.098~eV at $a=1$. This matrix element is thus 3.6 times as large at $a=1$ as at $a=0$. It is not the whole push, because in 6-31G the bonding orbital also couples to higher empty $\pi$ orbitals. Both values contain the same PBE correlation term, so 3.6 is not the ratio of the exchange parts alone.

\subsection*{Allyl, with numbers}

The calculation uses the 6-31G basis and an idealized planar geometry: C--C 1.40~\AA, C--H 1.10~\AA{} and all angles $120^\circ$. The geometry is the same for all $a$, so structural relaxation plays no part. There are $N_\alpha=12$ and $N_\beta=11$ electrons, hence $M(M+1)=3/4$. The summed squared overlaps are 10.9828 at $a=0$ and 10.8070 at $a=1$. Equation~\eqref{eq:s2} gives
\begin{align}
a=0:&\quad\langle S^2\rangle=0.75+11-10.9828=0.7672,\\
a=1:&\quad\langle S^2\rangle=0.75+11-10.8070=0.9430 .
\end{align}

Reflection in the molecular plane separates $\sigma$ from $\pi$ orbitals, so their mutual overlaps vanish and $\Delta=\Delta_\sigma+\Delta_\pi$. There is one beta $\pi$ electron, so $\Delta_\pi=1-\sigma_\pi^2$, with $\sigma_\pi$ its singular value. At $a=1$ this is $1-0.9045^2=0.182$. The full set, with $m_c$ the Mulliken $\pi$ spin population of the central carbon, is:

\begin{center}
\begin{tabular}{lcccc}
\hline
$a$ & $\langle S^2\rangle$ & $\Delta_\pi$ & $\Delta_\sigma$ & $m_c$\\
\hline
0 & 0.767 & 0.015 & 0.002 & $-0.14$\\
0.25 & 0.795 & 0.042 & 0.004 & $-0.23$\\
0.50 & 0.836 & 0.081 & 0.005 & $-0.33$\\
0.75 & 0.887 & 0.129 & 0.008 & $-0.42$\\
1 & 0.943 & 0.182 & 0.011 & $-0.49$\\
\hline
\end{tabular}
\end{center}

The row $a=0.25$ is the PBE0 functional. From $a=0$ to $a=1$ the total contamination grows from 0.0172 to 0.1930, a factor of 11.2, and most of it is in the $\pi$ system at every $a$. These values are not converged in the basis: in 6-31G* at the same geometry $\langle S^2\rangle$ is 0.768 at $a=0$ and 0.935 at $a=1$, the factor drops to about 10, and the Hartree--Fock value quoted below falls from 0.994 to 0.984. The trend is unchanged, but shifts of about 0.01 should be expected. As a check on the last value, integrating the squared parts of the beta orbitals outside the alpha space on a real-space grid, as in Eq.~\eqref{eq:delta}, also gives 0.1930.

The shape of the growth is easier to read from $\sqrt{\Delta_\pi}$, which by Eq.~\eqref{eq:weak} is close to the $\pi$ coupling divided by the gap, $|V_{tb}|/(\varepsilon_t-\varepsilon_b)$, when one pair $b,t$ dominates. From the four-decimal values of $\Delta_\pi$ in the output, its values are 0.122, 0.204, 0.285, 0.359 and 0.426. The rise is close to linear at first and then slows a little. The ratio of the last to the first is 3.5. It is near the ratio 3.6 of the frozen couplings only by coincidence, because the gap also depends on $a$ and $V$ changes as the orbitals relax. To separate the two effects, take the converged alpha and beta Fock matrices, diagonalize their average in the $\pi$ space, and read the gap and $V_{tb}$ in that basis. From $a=0$ to $a=1$ the gap grows from 7.8 to 16.3~eV, which by itself would reduce the contamination. The coupling, however, grows from 0.95 to 7.5~eV: as the orbitals polarize, they enlarge the potential difference that polarizes them. The coupling divided by the gap is then 0.12 at $a=0$ and 0.46 at $a=1$, against 0.122 and 0.426 for $\sqrt{\Delta_\pi}$. The weak-polarization law thus works well at $a=0$ and overestimates somewhat at $a=1$.

The relation $\Delta_\pi\simeq m_c^2$ can be checked too. At $a=0$, $m_c^2=0.1396^2=0.0195$, against $\Delta_\pi=0.0150$; at $a=1$, $0.4937^2=0.244$, against 0.182. The model value is about 30\% above the computed $\Delta_\pi$ at $a=0$ and 34\% above it at $a=1$. With Mulliken populations, $\Delta_\pi$ thus stays nearly proportional to $m_c^2$, but the prefactor is not 1. The model neglects the overlap of neighbouring $p$ functions, which affects a Mulliken population, and it has one $p$ function per carbon where 6-31G has two; with L\"owdin populations, which refer to orthogonalized functions as the model does, $m_c^2/\Delta_\pi$ is 0.94 at both $a=0$ and $a=1$, so most of the difference comes from the population scheme.

Pure unrestricted Hartree--Fock gives $\langle S^2\rangle=0.994$, above the 0.943 at $a=1$. The two differ by the PBE correlation functional, which is present in the hybrid. In this molecule it therefore reduces the spin polarization, and ``100\% Fock exchange'' is not the same calculation as Hartree--Fock.

\subsection*{Does a larger value mean a worse calculation?}

For Hartree--Fock the determinant is the approximate wavefunction, and $\Delta>0$ says that this wavefunction is not a pure doublet. At $\langle S^2\rangle=0.994$ the weight of higher spins is at most $0.2441/3$, or about 8\%.

In Kohn--Sham theory the determinant is an auxiliary state that supplies the density. Equation~\eqref{eq:s2} then gives the spin of that auxiliary state, not of the interacting electrons. The difference matters in allyl. If $\Delta=0$ with $N_\alpha=N_\beta+1$, the alpha space is the beta space plus one orbital $u$, and the spin density is $|u|^2\ge0$ everywhere. A single determinant can thus have negative spin density somewhere only if it is contaminated. A correlated doublet made of several determinants has no such restriction. Some contamination can therefore be the price of a reasonable spin density, and $\langle S^2\rangle$ alone does not rank the functionals. To judge which $a$ gives the best spin density you would need a correlated reference calculation, which is not included here.

\subsection*{When the trend can fail}

Equation~\eqref{eq:s2} holds for any determinant with orthonormal orbitals within each spin. The growth with $a$ is a result for this radical, not a theorem. A one-electron system has $N_\beta=0$ and $\Delta=0$ for every $a$. The size of the effect elsewhere depends on whether $V$ couples occupied beta orbitals to empty alpha orbitals, and on the gaps between them. The quadratic law must also fail for strong polarization, because each beta orbital contributes at most 1 to $\Delta$.

Finally, an unrestricted calculation can have several self-consistent solutions. Here $a=0$ was started from the restricted open-shell density and each later $a$ from the density at the previous one, in order to follow one connected series; I did not examine whether a lower solution exists. If your own curve has a jump, check first whether the calculation has moved to a different solution. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Allyl radical, 6-31G, idealized planar geometry
C-C distance: 1.40 angstrom
C-H distance: 1.10 angstrom
all bond angles: 120 degrees
alpha electrons: 12, beta electrons: 11
basis functions: 37
largest Fock-space formula error: 1.1e-15 hbar^2
weak-polarization ratio, direct/law: 0.99999
pi driving element, a=0: 0.584 eV
pi driving element, a=1: 2.098 eV
S2, excess, pi and sigma parts in hbar^2; others dimensionless
a      S2      excess  pi      sigma   w_bound centre_pi_spin
0.00   0.7672  0.0172  0.0150  0.0022  0.0057  -0.1396
0.25   0.7953  0.0453  0.0417  0.0036  0.0151  -0.2343
0.50   0.8364  0.0864  0.0810  0.0055  0.0288  -0.3275
0.75   0.8872  0.1372  0.1292  0.0080  0.0457  -0.4151
1.00   0.9430  0.1930  0.1819  0.0111  0.0643  -0.4937
UHF    0.9941  0.2441  0.2247  0.0194  0.0814  -0.5481
sum of squared overlaps, a=0: 10.9828
sum of squared overlaps, a=1: 10.8070
smallest singular value, a=1: 0.9045
excess by quadrature, a=1: 0.1930 hbar^2
excess ratio, a=1 to a=0: 11.24
S2 change on finer grid, a=0: 7.7e-06 hbar^2
\end{verbatim}
